# Coulomb Green's function: coth–sinh integral and its extension past the poles: a numerical check

```python
"""Coulomb Green's function G = kernel of (H - E)^(-1), H = -laplacian/2 - Z/r,
in atomic units, for E = -k^2/2 < 0 and nu = Z/k.
Result under test, with p = sqrt(2 (r r' + r.r')):
  nu < 1:  G = k/(2 pi) Int_0^inf ds sinh(s) coth(s/2)^(2 nu)
                 * exp(-k (r+r') cosh s) * I0(k p sinh s)
  nu < N+1, nu not 1..N:
           G = Sum_{n<=N} phi_n / (2 (n-nu))
               + Int_0^inf dw exp(2 nu w) [Phi(w) - Sum_{n<=N} phi_n exp(-2 n w)]
Phi(w) is the evolution kernel; phi_n are its coefficients in powers of exp(-2w).
The reference is a partial-wave sum from numerical radial solutions.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad, solve_ivp
from scipy.special import ive, eval_legendre
from sympy.physics.hydrogen import R_nl

mp.mp.dps = 80   # the subtraction cancels many digits at large w
Z = 1.0
r_in, r_out, cos_angle = 1.0, 3.0, 0.5
r_sum = r_in + r_out
p_val = float(np.sqrt(2 * r_in * r_out * (1 + cos_angle)))
distance = float(np.sqrt(r_in**2 + r_out**2 - 2 * r_in * r_out * cos_angle))


def evolution_kernel(k, w, rsum, p):
    sh = mp.sinh(w)
    return (k / (2 * mp.pi * sh**2) * mp.exp(-k * rsum * mp.coth(w))
            * mp.besseli(0, k * p / sh))


def phi(n, k, rsum, p):
    total = mp.mpf(0)
    for j in range(n):
        total += ((k * p)**(2 * j) / mp.factorial(j)**2
                  * mp.laguerre(n - 1 - j, 2 * j + 1, 2 * k * rsum))
    return 2 * k / mp.pi * mp.exp(-k * rsum) * total


def green_coth_sinh(k, nu):
    """Direct integral in s, double precision, for nu < 1."""
    def integrand(s):
        sh = np.sinh(s)
        expo = -k * r_sum * np.cosh(s) + k * p_val * sh
        return (sh * np.tanh(s / 2)**(-2 * nu) * np.exp(expo)
                * ive(0, k * p_val * sh))
    parts = [quad(integrand, a, b, epsabs=1e-15, epsrel=1e-11, limit=200)[0]
             for a, b in ((0, 1), (1, 3), (3, 10))]
    return k / (2 * np.pi) * sum(parts)


nodes, weights = np.polynomial.legendre.leggauss(50)


def subtracted_integral(nu, n_sub, edges=(0, 0.3, 1, 3, 8, 20, 40)):
    """Integral over w after removal of the first n_sub exponentials."""
    nu = mp.mpf(nu)
    k = mp.mpf(Z) / nu
    rsum, p = mp.mpf(r_sum), mp.mpf(p_val)
    coeffs = [phi(n, k, rsum, p) for n in range(1, n_sub + 1)]
    total = mp.mpf(0)
    for a, b in zip(edges[:-1], edges[1:]):
        for x, wt in zip(nodes, weights):
            w = mp.mpf(0.5 * (a + b) + 0.5 * (b - a) * x)
            value = evolution_kernel(k, w, rsum, p)
            for n, c in enumerate(coeffs, 1):
                value -= c * mp.exp(-2 * n * w)
            total += 0.5 * (b - a) * wt * mp.exp(2 * nu * w) * value
    return float(total)


def pole_terms(nu, n_sub):
    k = mp.mpf(Z) / mp.mpf(nu)
    return [float(phi(n, k, r_sum, p_val) / (2 * (n - mp.mpf(nu))))
            for n in range(1, n_sub + 1)]


def regular_solution(l, k, r):
    """Power series of the radial solution regular at r = 0, and its slope."""
    c_old, c_now = 0.0, 1.0
    u, du = r**(l + 1), (l + 1) * r**l
    for j in range(1, 90):
        c_new = (-2 * Z * c_now + k**2 * c_old) / (j * (j + 2 * l + 1))
        u += c_new * r**(l + 1 + j)
        du += (l + 1 + j) * c_new * r**(l + j)
        c_old, c_now = c_now, c_new
    return u, du


def green_partial_waves(nu, l_max=26):
    k = Z / nu
    total = 0.0
    for l in range(l_max + 1):
        def rhs(x, y):
            return [y[1], (l * (l + 1) / x**2 - 2 * Z / x + k**2) * y[0]]
        sol = solve_ivp(rhs, (r_out + 25 / k, r_out), [1.0, -k],
                        method="DOP853", rtol=1e-11, atol=1e-30)
        d, dd = sol.y[0, -1], sol.y[1, -1]
        u_in = regular_solution(l, k, r_in)[0]
        u, du = regular_solution(l, k, r_out)
        g_l = 2 * u_in * d / (du * d - u * dd)
        total += ((2 * l + 1) / (4 * np.pi) * eval_legendre(l, cos_angle)
                  * g_l / (r_in * r_out))
    return total


# Evolution equation and eigenvalue relation, by finite differences in space
point = [mp.mpf("0.3"), mp.mpf("-0.5"), mp.mpf("0.9")]
source = [mp.mpf("1.1"), mp.mpf("0.4"), mp.mpf("-0.2")]
k_t, w_t, h = mp.mpf("1.3"), mp.mpf("0.7"), mp.mpf("1e-8")


def sum_and_p(x):
    a = mp.sqrt(sum(c * c for c in x))
    b = mp.sqrt(sum(c * c for c in source))
    dot = sum(c * d for c, d in zip(x, source))
    return a + b, mp.sqrt(2 * (a * b + dot))


def apply_A(func):
    """(r/2)(-laplacian + k^2) acting on func(r+r', p) at the test point."""
    centre = func(*sum_and_p(point))
    lap = mp.mpf(0)
    for i in range(3):
        for sign in (1, -1):
            moved = list(point)
            moved[i] += sign * h
            lap += func(*sum_and_p(moved)) - centre
    lap /= h**2
    radius = mp.sqrt(sum(c * c for c in point))
    return radius / 2 * (-lap + k_t**2 * centre)


S_t, p_t = sum_and_p(point)
left = apply_A(lambda S, p: evolution_kernel(k_t, w_t, S, p))
right = -k_t / 2 * (evolution_kernel(k_t, w_t + h, S_t, p_t)
                    - evolution_kernel(k_t, w_t - h, S_t, p_t)) / (2 * h)
err_evolution = float(abs(left / right - 1))
assert err_evolution < 1e-10
err_eigen = 0.0
for n in (1, 2, 3, 4):
    ratio = (apply_A(lambda S, p: phi(n, k_t, S, p))
             / (n * k_t * phi(n, k_t, S_t, p_t)))
    err_eigen = max(err_eigen, float(abs(ratio - 1)))
assert err_eigen < 1e-10

# Expansion of the kernel in powers of exp(-2w)
series = sum(phi(n, k_t, S_t, p_t) * mp.exp(-2 * n * w_t) for n in range(1, 61))
err_series = float(abs(series / evolution_kernel(k_t, w_t, S_t, p_t) - 1))
assert err_series < 1e-10

# Mass of the kernel and its delta-function limit, by quadrature over r'
x_gl, w_gl = np.polynomial.legendre.leggauss(300)
rad = 6 * (x_gl + 1)[:, None]
w_rad = 6 * w_gl[:, None]
ang, w_ang = x_gl[None, :], w_gl[None, :]


def smear(k, w, r, f):
    p = np.sqrt(2 * r * rad * (1 + ang))
    sh = np.sinh(w)
    kernel = (k / (2 * np.pi * sh**2) * ive(0, k * p / sh)
              * np.exp(-k * (r + rad) / np.tanh(w) + k * p / sh))
    return float(np.sum(w_rad * w_ang * 2 * np.pi * rad * k / 2 * kernel * f))


k_m = 2.0
mass = {w: smear(k_m, w, r_in, 1.0) for w in (0.5, 0.1, 0.01)}
mass_formula = {w: np.exp(-k_m * r_in * np.tanh(w)) / np.cosh(w)**2 for w in mass}
for w in mass:
    assert abs(mass[w] / mass_formula[w] - 1) < 1e-8
trial = np.exp(-rad) * (1 + rad * ang)
trial_at_r = np.exp(-r_in) * (1 + r_in)
smeared = {w: smear(k_m, w, r_in, trial) for w in (0.02, 0.01)}
error_ratio = (smeared[0.02] - trial_at_r) / (smeared[0.01] - trial_at_r)
assert abs(smeared[0.01] - trial_at_r) < 0.05
assert abs(error_ratio - 2) < 0.2     # error is of first order in w

# Free particle: the same integral with nu = 0
free_integral = green_coth_sinh(2.0, 0.0)
free_closed = np.exp(-2.0 * distance) / (2 * np.pi * distance)
assert abs(free_integral / free_closed - 1) < 1e-8

# Below the ground level, and past one and two poles
below = green_coth_sinh(Z / 0.5, 0.5)
reference = {nu: green_partial_waves(nu) for nu in (0.5, 1.5, 2.5)}
assert abs(below / reference[0.5] - 1) < 1e-7
poles, rest, green = {}, {}, {}
for nu, n_sub in ((1.5, 1), (1.5, 2), (1.5, 3), (2.5, 2)):
    key = (nu, n_sub)
    poles[key] = pole_terms(nu, n_sub)
    rest[key] = subtracted_integral(nu, n_sub)
    green[key] = sum(poles[key]) + rest[key]
    assert abs(green[key] / reference[nu] - 1) < 1e-7

# Without subtraction the integral diverges for nu > 1
cut5 = subtracted_integral(1.5, 0, (0, 0.3, 1, 3, 5))
cut10 = subtracted_integral(1.5, 0, (0, 0.3, 1, 3, 5, 10))
growth = (cut10 - reference[1.5]) / (cut5 - reference[1.5])
assert abs(growth / np.exp(5) - 1) < 1e-2
phi1 = float(phi(1, mp.mpf(Z) / mp.mpf(1.5), r_sum, p_val))
finite_part = cut10 - phi1 * np.exp(10.0)
assert abs(finite_part / reference[1.5] - 1) < 1e-2

# Pole strengths against explicit bound-state orbitals
projector = {}
for n in (1, 2, 3):
    from_phi = float(Z**2 / (2 * n**3) * phi(n, mp.mpf(Z) / n, r_sum, p_val))
    from_orbitals = sum(
        (2 * l + 1) / (4 * np.pi) * eval_legendre(l, cos_angle)
        * float(R_nl(n, l, r_in, Z)) * float(R_nl(n, l, r_out, Z))
        for l in range(n))
    assert abs(from_phi - from_orbitals) < 1e-12
    projector[n] = (from_phi, from_orbitals)

print("Atomic units; G in 1/(hartree bohr^3), lengths in bohr")
print(f"Z = {Z:.0f}, r = {r_in:.1f}, r' = {r_out:.1f}, cos(angle) = {cos_angle:.1f}")
print(f"p = {p_val:.6f} bohr, |r-r'| = {distance:.6f} bohr")
print(f"evolution equation, relative error: {err_evolution:.1e}")
print(f"A phi_n = n k phi_n, n=1..4, largest rel. error: {err_eigen:.1e}")
print(f"series of 60 terms at w=0.7, relative error: {err_series:.1e}")
print("Kernel mass at k = 2 /bohr, r = 1 bohr (quadrature, formula):")
for w in mass:
    print(f"  w = {w:.2f}: {mass[w]:.8f}  {mass_formula[w]:.8f}")
print(f"trial function exp(-r)(1+z) at r=z=1: {trial_at_r:.6f}")
for w in smeared:
    print(f"  smeared with w = {w:.2f}: {smeared[w]:.6f}")
print(f"  ratio of the two smearing errors: {error_ratio:.4f}")
print(f"free G, k = 2 /bohr: integral {free_integral:.9e}")
print(f"free G, k = 2 /bohr: closed   {free_closed:.9e}")
for nu in (0.5, 1.5, 2.5):
    print(f"nu = {nu}: k = {Z/nu:.6f} /bohr, E = {-(Z/nu)**2/2:.6f} hartree")
print(f"nu=0.5: coth-sinh integral G = {below:.9e}")
print(f"nu=0.5: partial waves      G = {reference[0.5]:.9e}")
for key in green:
    print(f"nu={key[0]}, N={key[1]}: pole terms "
          + ", ".join(f"{t:.9f}" for t in poles[key]))
    print(f"   remaining integral {rest[key]:.9f}, G = {green[key]:.9f}")
for nu in (1.5, 2.5):
    print(f"nu={nu}: partial waves G = {reference[nu]:.9f}")
print(f"nu=1.5 unsubtracted, cut at w=5:  {cut5:.6f}")
print(f"nu=1.5 unsubtracted, cut at w=10: {cut10:.6f}")
print(f"growth factor after removing G: {growth:.4f}, exp(5) = {np.exp(5):.4f}")
print(f"phi_1 at nu=1.5: {phi1:.9f}; finite part at w=10: {finite_part:.6f}")
print("Projector on level n, in 1/bohr^3 (from phi_n, from orbitals):")
for n in projector:
    print(f"  n = {n}: {projector[n][0]:.10f}  {projector[n][1]:.10f}")
print("every check passed")
```

Running it gives:

```
Atomic units; G in 1/(hartree bohr^3), lengths in bohr
Z = 1, r = 1.0, r' = 3.0, cos(angle) = 0.5
p = 3.000000 bohr, |r-r'| = 2.645751 bohr
evolution equation, relative error: 2.1e-16
A phi_n = n k phi_n, n=1..4, largest rel. error: 1.8e-16
series of 60 terms at w=0.7, relative error: 4.5e-37
Kernel mass at k = 2 /bohr, r = 1 bohr (quadrature, formula):
  w = 0.50: 0.31209011  0.31209011
  w = 0.10: 0.81113614  0.81113614
  w = 0.01: 0.98010131  0.98010131
trial function exp(-r)(1+z) at r=z=1: 0.735759
  smeared with w = 0.02: 0.692846
  smeared with w = 0.01: 0.713997
  ratio of the two smearing errors: 1.9719
free G, k = 2 /bohr: integral 3.028312728e-04
free G, k = 2 /bohr: closed   3.028312728e-04
nu = 0.5: k = 2.000000 /bohr, E = -2.000000 hartree
nu = 1.5: k = 0.666667 /bohr, E = -0.222222 hartree
nu = 2.5: k = 0.400000 /bohr, E = -0.080000 hartree
nu=0.5: coth-sinh integral G = 7.448705902e-04
nu=0.5: partial waves      G = 7.448705902e-04
nu=1.5, N=1: pole terms -0.029489693
   remaining integral 0.003835368, G = -0.025654325
nu=1.5, N=2: pole terms -0.029489693, 0.019659795
   remaining integral -0.015824427, G = -0.025654325
nu=1.5, N=3: pole terms -0.029489693, 0.019659795, -0.001092211
   remaining integral -0.014732217, G = -0.025654325
nu=2.5, N=2: pole terms -0.017137509, -0.012339006
   remaining integral -0.006989700, G = -0.036466215
nu=1.5: partial waves G = -0.025654325
nu=2.5: partial waves G = -0.036466215
nu=1.5 unsubtracted, cut at w=5:  4.350872
nu=1.5 unsubtracted, cut at w=10: 649.528050
growth factor after removing G: 148.4177, exp(5) = 148.4132
phi_1 at nu=1.5: 0.029489693; finite part at w=10: -0.025655
Projector on level n, in 1/bohr^3 (from phi_n, from orbitals):
  n = 1: 0.0058300489  0.0058300489
  n = 2: 0.0006731025  0.0006731025
  n = 3: 0.0001438710  0.0001438710
every check passed
```
